\section*{Voltage Shift of a Lithiated Silicon Film under Biaxial Compression}

\section*{Problem}

An amorphous lithiated silicon film, with $x=2$ lithium atoms per silicon atom, is bonded to a stiff substrate. It carries an equal biaxial stress $\sigma=-1$~GPa in its plane (tension is positive), and its upper surface is free of load. The counter electrode is stress-free lithium metal. The partial molar volume of lithium in the film is $\Omega=9$~cm$^3$/mol.

\begin{enumerate}
\item[(a)] Derive the change of the equilibrium voltage caused by the stress at fixed composition, to first order in $\sigma$, and evaluate it.
\item[(b)] Find the second-order corrections and their size.
\item[(c)] The film deforms plastically while lithium enters at constant stress. The cell then delivers less electrical energy than it would without stress. Where does the difference go? What voltage gap results if lithium is later removed under an equal tension?
\item[(d)] The film is filled slowly under this constant stress until its voltage has fallen to the stress-free value at $x=2$. How much less lithium does it hold than a stress-free film at the same voltage?
\item[(e)] How does the answer to (a) change if the insertion strain is not isotropic?
\end{enumerate}

For (b)--(d), use these rough values, typical of lithiated amorphous silicon: host volume $V_0=12$~cm$^3$ per mole of Si, Young's modulus $E=64$~GPa at $x=2$ with slope $E'=dE/dx=-13$~GPa, Poisson ratio $\nu=0.25$ independent of $x$, and a stress-free voltage of 260~mV at $x=2$ that falls by 120~mV per unit of $x$.

\section*{Solution}

\subsection*{(a) The first-order shift}

\paragraph{Voltage and chemical potential.}
Discharge transfers lithium from the metal to the film. Per mole transferred, the free energy changes by $\mu-\mu_{\rm metal}$, where $\mu$ is the chemical potential of lithium in the film. At equilibrium this equals minus the electrical work delivered, $FU$, with $F$ the Faraday constant. Hence
\begin{equation}
U=-\frac{\mu-\mu_{\rm metal}}{F},\qquad
\Delta U=-\frac{\Delta\mu}{F}.
\label{eq:U}
\end{equation}
The second relation holds because the metal stays stress-free. Anything that raises $\mu$ lowers the voltage.

\paragraph{Strains.}
Insertion more than doubles the volume of the host, so the total strain cannot be treated as small. Logarithmic strains along the principal axes 1, 2 (in plane) and 3 (normal) add even when they are large. Let $L_i$ be the total strain, $p_i$ the plastic strain and $e_i$ the elastic strain. Per mole of silicon, the stress-free volume is
\begin{equation}
V_s(x)=V_0+\Omega x .
\end{equation}
If insertion is isotropic, each axis takes one third of the logarithmic volume change:
\begin{equation}
e_i=L_i-p_i-\frac13\ln\frac{V_s}{V_0},\qquad \sum_i p_i=0 .
\label{eq:e}
\end{equation}
The second condition says that plastic flow conserves volume. Summing over the axes gives the actual volume $V=V_0e^{\sum L_i}=V_sJ$, with $J=e^{\sum e_i}$.

\paragraph{Free energy and stress.}
Let $f(x)$ be the stress-free free energy per mole of silicon and $w$ the elastic energy per stress-free volume:
\begin{align}
\Psi&=f(x)+V_s(x)\,w(e,x),\label{eq:psi}\\
w&=\frac{E(x)}{2(1+\nu)}\left[\sum_i e_i^2+\frac{\nu}{1-2\nu}\Big(\sum_i e_i\Big)^2\right].
\end{align}
At fixed $x$ and $p_i$, the mechanical work done on the film is $V\sum_i\sigma_i\,dL_i$, where $\sigma_i$ is force per actual area. It must equal $d\Psi=V_s\sum_i(\partial w/\partial e_i)\,dL_i$. Therefore
\begin{equation}
\tau_i\equiv\frac{\partial w}{\partial e_i}=\frac{V}{V_s}\sigma_i=J\sigma_i .
\label{eq:tau}
\end{equation}

\paragraph{Chemical potential.}
Add $dx$ moles of lithium reversibly with the outer dimensions clamped and no plastic flow. No mechanical work is done, so $\mu=(\partial\Psi/\partial x)_{L,p}$. From Eq.~(\ref{eq:e}), $\partial e_i/\partial x=-\Omega/(3V_s)$: at fixed dimensions, inserted volume has to be taken up by elastic compression. The product and chain rules then give
\begin{align}
\mu&=f'+\Omega w+V_s\left[\left(\frac{\partial w}{\partial x}\right)_{\!e}
+\sum_i\tau_i\frac{\partial e_i}{\partial x}\right]\nonumber\\
&=f'-\frac{\Omega}{3}\sum_i\tau_i+\Omega w+V_s\left(\frac{\partial w}{\partial x}\right)_{\!e}.
\label{eq:mu}
\end{align}

Clamping is a device for the derivation and does not restrict the result. With fixed forces $N_i$ and stretches $\lambda_i=e^{L_i}$, the relevant potential is $G=\Psi-\sum_iN_i\lambda_i$, evaluated where $\partial G/\partial L_i=0$. When $x$ changes, the $L_i$ readjust, but their contribution to $dG/dx$ is multiplied by these vanishing derivatives. So $dG/dx=(\partial\Psi/\partial x)_{L,p}$ again. The identity is exact. For the present film, numerical differentiation along the two routes agrees to 0.0002~J/mol, a residual that comes from the finite step and vanishes as the step is reduced.

\paragraph{First order.}
The energy $w$ is quadratic in stress, and $J$ differs from one by a term linear in stress. To first order, the last two terms of Eq.~(\ref{eq:mu}) drop out and $\tau_i=\sigma_i$. With $\sigma_1=\sigma_2=\sigma$ and $\sigma_3=0$,
\begin{equation}
\Delta\mu=-\frac{\Omega}{3}(\sigma+\sigma+0)=-\frac23\Omega\sigma,
\qquad
\boxed{\Delta U=\frac{2\Omega\sigma}{3F}} .
\label{eq:main}
\end{equation}
The numbers are
\begin{align}
\Delta\mu&=-\tfrac23\,(9\times10^{-6}\ \mathrm{m^3/mol})(-10^9\ \mathrm{Pa})
=6.00\ \mathrm{kJ/mol},\\
\Delta U&=-\frac{6000\ \mathrm{J/mol}}{96485\ \mathrm{C/mol}}=-62.2\ \mathrm{mV}.
\end{align}
The voltage decreases by about 62~mV. Lithium has to make room for itself against the in-plane compression, which makes the film a less favourable host.

The factor $2/3$ is the ratio of the mean stress to the in-plane stress. If all three axes of the film carried $-1$~GPa, the first-order shift would be $\Omega\sigma/F=-93.3$~mV. In the opposite limit, a shear state $(\sigma,-\sigma,0)$ has zero mean stress and gives no first-order shift: the work against one axis is returned by the other.

\subsection*{(b) Second-order corrections}

For the biaxial state, write $\tau=J\sigma$. Linear elasticity between $\tau_i$ and $e_i$ gives
\begin{equation}
e_1=e_2=\frac{(1-\nu)\tau}{E},\qquad
\sum_i e_i=\frac{2(1-2\nu)\tau}{E},\qquad
w=\frac12\sum_i\tau_ie_i=\tau e_1 .
\end{equation}
Solving these together with $J=e^{\sum e_i}$ gives $e_1=-1.15\%$, $J-1=-1.53\%$ and $w=11.4$~MJ/m$^3$. Since $w$ is proportional to $E$ at fixed strain, $(\partial w/\partial x)_e=wE'/E$. Equation~(\ref{eq:mu}) becomes
\begin{equation}
\Delta U=\frac{2\Omega\sigma}{3F}
+\frac{2\Omega\sigma}{3F}(J-1)-\frac{\Omega w}{F}-\frac{V_sw}{F}\frac{E'}{E}.
\end{equation}
With $V_s=12+2\times9=30$~cm$^3$/mol, the three corrections are as follows.
\begin{itemize}
\item Elastic volume change: $(-62.2)(-0.0153)=+0.95$~mV.
\item Elastic energy stored in the added volume: $-\Omega w/F=-1.06$~mV.
\item Softening by lithium: $+0.72$~mV. The sign is positive because $E'<0$: added lithium lowers the elastic energy at given strain.
\end{itemize}
Their sum is $+0.61$~mV, so the full shift in this model is $-61.6$~mV and the voltage falls from 260 to 198~mV. The linear law is in error by about 1\% of the shift, partly because the corrections cancel. This figure depends on the modulus, which is uncertain and may well be lower: the error is 1.3\% for $E=43$~GPa, $E'=-8$~GPa and 2.4\% for $E=25$~GPa, $E'=-5$~GPa. Halving the stress reduces their sum by a factor of 3.96, close to the factor of 4 expected of a quadratic term.

The voltage remains positive, so $\mu<\mu_{\rm metal}$ and lithium still prefers the film to the stress-free metal.

\subsection*{(c) Plastic flow and the voltage gap}

On a rigid substrate $L_1$ and $L_2$ are constant, while the thickness adjusts freely. Follow $\Psi$ along this path:
\begin{equation}
\frac{d\Psi}{dx}=\mu+\sum_i\frac{\partial\Psi}{\partial L_i}\frac{dL_i}{dx}
+\sum_i\frac{\partial\Psi}{\partial p_i}\frac{dp_i}{dx}.
\end{equation}
The first sum vanishes, because $dL_1=dL_2=0$ and $\partial\Psi/\partial L_3=V_s\tau_3=0$. In the second, Eq.~(\ref{eq:e}) gives $\partial\Psi/\partial p_i=-V_s\tau_i$. Hence
\begin{equation}
\mu=\frac{d\Psi}{dx}+D,\qquad D=V_s\sum_i\tau_i\frac{dp_i}{dx},
\label{eq:balance}
\end{equation}
where $D$ is the plastic work dissipated per mole of lithium. Setting $dL_1/dx=0$ in Eq.~(\ref{eq:e}) gives
\begin{equation}
\frac{dp_1}{dx}=-\frac{\Omega}{3V_s}-\frac{de_1}{dx},\qquad
D=-\frac23\Omega\tau-2V_s\tau\frac{de_1}{dx}.
\end{equation}
The leading term of $D$ equals the first-order $\Delta\mu$. With the smaller terms included, $D/F=59.8$~mV. The remainder of the full shift, $61.6-59.8=1.8$~mV, is the growth of stored elastic energy. Nearly all the electrical energy that the cell fails to deliver because of the stress therefore becomes heat: the substrate does not move, the free surface takes up no work, and the elastic store hardly grows at constant stress.

This does not conflict with the equilibrium derivation. Equation~(\ref{eq:mu}) describes reversible exchange of a small amount of lithium at frozen plastic strain. Inserting a finite amount with flow is irreversible, even at vanishing current, as long as the stress persists.

When lithium is removed, the bonded film first passes elastically from compression to tension. Once it has reached $+1$~GPa, the shift has the opposite sign. At the same composition, the voltages on removal and insertion differ by
\begin{equation}
U(+1\ \mathrm{GPa})-U(-1\ \mathrm{GPa})\simeq2\times62.2\ \mathrm{mV}=124\ \mathrm{mV}.
\end{equation}
The second-order terms are even in $\sigma$ and cancel in this difference; the full model also gives 124~mV. This gap contains no contribution from reaction kinetics or diffusion.

\subsection*{(d) Held voltage}

Fill two films slowly until the voltage has fallen to 260~mV. The stress-free film stops at $x=2$. The other, kept at $-1$~GPa by plastic flow as lithium enters, stops earlier, where the higher stress-free voltage offsets the shift:
\begin{equation}
(-120\ \mathrm{mV})\,\Delta x+\Delta U=0
\quad\Rightarrow\quad
\Delta x=\frac{-62.2}{120}=-0.52 .
\end{equation}
Solving with the full model gives $-0.515$, so the compressed film stops near $x=1.5$. A modest voltage shift thus costs about a quarter of the lithium content, because the assumed voltage curve is shallow. A steeper curve would give a proportionally smaller loss.

This is not what happens if a film already at $x=2$ and $-1$~GPa is then held at 260~mV. Lithium leaves, but the bonded film first unloads elastically, by about $\frac{E}{1-\nu}\frac{\Omega}{3V_s}=8.5$~GPa per unit of $x$. The compression, and with it the voltage shift, therefore fades quickly, and the film loses only about 0.1 lithium per silicon. A softer film unloads more slowly and loses more: about 0.13 for $E=43$~GPa and 0.18 for $E=25$~GPa.

\subsection*{(e) Anisotropic insertion}

Let axis $i$ take a share $a_i$ of the logarithmic insertion strain, with $\sum_ia_i=1$. In Eq.~(\ref{eq:e}) the factor $1/3$ becomes $a_i$, so $\partial e_i/\partial x=-a_i\Omega/V_s$. The same steps give, to first order,
\begin{equation}
\Delta\mu=-\Omega\sum_ia_i\sigma_i,\qquad
\Delta U=\frac{\Omega}{F}(a_1+a_2)\sigma .
\end{equation}
For $a_1=a_2=0.30$ and $a_3=0.40$, the shift is $-56.0$~mV. Lowering the in-plane shares by 10\% changes the result by 10\%, far more than the elastic corrections do.

\subsection*{Comparison with real films}

A stress of order 1~GPa is realistic for thin lithiated silicon films, where it is limited by plastic flow. The elastic constants and voltage curve used here are rough, but they do not enter Eq.~(\ref{eq:main}). The partial molar volume does: an error of 1~cm$^3$/mol changes the shift by 6.9~mV. A stack pressure of 1~MPa on the lithium metal, with its molar volume of roughly 13~cm$^3$/mol, would raise the voltage by 0.13~mV if it did not also press on the film. This is negligible here. Reported measurements on such films give a coupling of roughly 100~mV per GPa, clearly above the 62~mV per GPa found here. The elastic corrections in (b) are too small to explain the difference. Real films under test may not be fully relaxed, and a residual kinetic contribution to the measured voltage is a possible cause, offered here as a conjecture. The value of 62~mV is thus the prediction for isotropic insertion at equilibrium with the given $\Omega$. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
Biaxial stress: -1.00 GPa
Partial molar volume of Li: 9.00 cm3/mol
Faraday constant: 96485.33 C/mol
Mean stress: -0.6667 GPa
Linear chemical potential rise: 6.000 kJ/mol
Linear voltage shift: -62.19 mV
Shift if 1 GPa were hydrostatic: -93.28 mV
Composition x in Li_xSi: 2.00 Li per Si
Host volume (rough): 12.00 cm3/mol Si
Stress-free volume at x: 30.00 cm3/mol Si
Young's modulus at x (rough): 64.00 GPa
Modulus slope (rough): -13.00 GPa per x
Poisson ratio (rough): 0.25 (no unit)
In-plane elastic strain: -1.154 %
Elastic volume strain: -1.527 %
Elastic energy density: 11.36 MJ/m3
Stress-free voltage (rough model): 260.00 mV
Voltage under stress, full model: 198.42 mV
Voltage shift, full model: -61.58 mV
Correction: elastic volume: 0.949 mV
Correction: stored energy: -1.060 mV
Correction: softening: 0.718 mV
Sum of corrections: 0.607 mV
Remainder ratio, full/half stress: 3.963 (no unit)
Fixed-load minus fixed-strain mu: 0.00022 J/mol
Plastic dissipation / F: 59.82 mV
Gap, +1 GPa minus -1 GPa: 124.39 mV
Voltage-curve slope (rough): -120.00 mV per x
Change of x at held voltage, full: -0.515 Li per Si
Change of x at held voltage, linear: -0.518 Li per Si
Each in-plane share, skew case: 0.30 (no unit)
Linear shift, skew case: -55.97 mV
Effect of 1 cm3/mol in omega: 6.91 mV
Li metal molar volume (rough): 13.00 cm3/mol
Stack pressure on Li metal: 1.00 MPa
Voltage rise from pressed Li metal: 0.135 mV
\end{verbatim}
